The Single Methyl Peak in a Hydrogen-Shift Equilibrium of Methane, part 2

Methane in hot hydrogen loses its hydrogen atoms through four shifts, from CH4 + H ⇌ CH3 + H2 to CH + H ⇌ C + H2. The question is at which r = [H]/[H2] the methyl share f₁ peaks.

The label n = 0 to 4 counts the hydrogens removed from CH4, and f_n is the share of species n in the C1 pool, these five species together. Averages ⟨ ⟩ are weighted by f_n, x = ln r, and a star marks the methyl peak, where the variance Var(n) is V. The shifts have dimensionless equilibrium constants K₁ to K₄, with products β_n = K₁…K_n and β₀ = 1. Assumption (a) holds the gas temperature T fixed while r varies; assumption (c) makes the shifts fast compared with every other process that makes, destroys or transports these species. Then

f_(n+1)/f_n = K_(n+1) r (part 3)
f_n = β_n rⁿ/Z, Z = Σ β_n rⁿ (part 4)
d ln f₁/dx = 1 − ⟨n⟩ (part 5)
df_n/dx = f_n (n − ⟨n⟩) (part 6)
β₂r*² + 2β₃r*³ + 3β₄r*⁴ = 1 (part 7, the peak equation)
1/f₁ = 1/(K₁r) + 1 + K₂r + K₂K₃r² + K₂K₃K₄r³ (part 7)
|x − x*| < √(2 ln(1/q)/V) for a share above a fraction q of its maximum, approximately (part 9)
∂x*/∂ln β_m = −(m − 1) f_m/V (part 10).

The methyl share has one maximum, at ⟨n⟩ = 1 (part 6); all 100 random chains tested agreed.

The example (part 12) has 100 Torr, 2000 K and kT = 0.1723 eV, with K = exp(ΔS/k − ΔH/kT) and rough values for the four shifts in order:

ΔH = 0.05, 0.25, −0.15, −1.00 eV
ΔS/k = 2.5, 2.0, 0.5, −1.5.

These give β₁ = 9.11, β₂ = 15.79, β₃ = 62.16, β₄ = 4591 and r* = 0.0872. The shares at the peak are 45.0 % CH4, 35.8 % CH3, 5.4 % CH2, 1.9 % CH and 12.0 % C (part 13).

14. Width and skewness

The variance at the peak is V = 1.655. For a methyl share above 90 % of its maximum, the quadratic approximation of part 9 gives

|x − x*| < √(2 × 0.1054/1.655) = 0.357,

which means r between 0.061 and 0.125. The full formula gives 0.058 to 0.121. Both true edges lie at smaller r than the estimate.

The next term in the expansion explains this. For any function g(n), the law df_n/dx = f_n(n − ⟨n⟩) gives d⟨g⟩/dx = ⟨ng⟩ − ⟨n⟩⟨g⟩. Applied to Var(n) = ⟨n²⟩ − ⟨n⟩² it yields

dVar/dx = ⟨n³⟩ − ⟨n⟩⟨n²⟩ − 2⟨n⟩Var(n).

At ⟨n⟩ = 1 this is ⟨n³⟩ − 3⟨n²⟩ + 2, which equals ⟨(n − 1)³⟩. With the shares above,

⟨(n − 1)³⟩ = −0.450 + 0.054 + 8(0.019) + 27(0.120) ≈ 3.0.

The cubic term in ln f₁ is −3.0(x − x*)³/6. It lowers the curve above the peak and raises it below, so both edges move to smaller r. The cause is the atomic carbon, which lies far from methyl in the count n.

15. Effect of errors in the input

The sensitivities ∂ln r*/∂ln β_m for m = 1 to 4 are 0, −0.033, −0.022 and −0.217. For example, the last is −3 × 0.1196/1.655. They were confirmed by changing each β by one per cent up and down and locating the new peak.

An error of 0.1 eV in the fourth enthalpy changes ln β₄ by 0.1/0.1723 = 0.58 and leaves the other β alone. The linear estimate for the change of ln r* is 0.217 × 0.58 = 0.126, or about 13 %. The peak equation itself gives r* = 0.077 when the enthalpy is lowered by 0.1 eV and r* = 0.099 when it is raised. Even the first significant digit of r* is thus uncertain.

The height of the peak is more uncertain still, because it depends on β₁. Partition functions built from molecular constants give K₁ ≈ 20 to 22 at 2000 K, more than twice the model value. With all four constants obtained in that way, r* is about 0.07 and the methyl share at the peak about 50 %, so methyl is then more abundant than methane. Harmonic, anharmonic and tabulated thermochemistry spread these values over 0.069 to 0.073 and 50 to 52 %. The shares in this example illustrate the rule and are not predictions for a real gas.

16. Cooler gas

At 1200 K, with the same enthalpies and entropies, the peak moves to r* = 0.040 and the methyl share there is 18.5 %. Constants from molecular data, as in part 15, would give 0.030 to 0.031 and 30 to 32 %, depending on the treatment. The direction of the shift follows from part 10. Let h_n be the cumulative enthalpy from methane to species n:

h₁ = 0.05, h₂ = 0.30, h₃ = 0.15, h₄ = −0.85 eV.

Since ln β_n contains −h_n/kT, a change of 1/kT moves the peak by

d ln r*/d(1/kT) = Σ (n − 1) f_n h_n/V.

At 2000 K the sum is 0.054 × 0.30 + 2 × 0.019 × 0.15 − 3 × 0.120 × 0.85 ≈ −0.28 eV, and the derivative is about −0.17 eV. Cooling increases 1/kT, so r* falls. The term with atomic carbon dominates: its formation from methane by four shifts releases energy in this model, and cooling favours it.

17. Three-body recombination

The reaction CH3 + H + M → CH4 + M, where M is any gas molecule, returns methyl to methane without making H2. It acts on the first link only. Let κ be its rate coefficient multiplied by the total gas density. The first link now balances when

a₀[H] f₀ = (b₀[H2] + κ[H]) f₁,

where a₀ and b₀ are the forward and reverse coefficients of the first shift. The thermal break-up of methane is left out here; it is estimated below. Dividing by a₀[H]f₁ gives

f₀/f₁ = 1/(K₁r) + c, c = κ/a₀.

The other links are unchanged. The reciprocal methyl share of part 7 therefore only gains a constant:

1/f₁ = (1/f₁ without recombination) + c.

At fixed temperature and pressure c does not depend on r. The peak stays at the same r*, but it is lower. The mean at the peak is no longer one. All shares with n ≥ 1 are reduced by a common factor, since their mutual ratios are unchanged, and methane does not contribute to ⟨n⟩. The mean was one before, so it now equals this common factor:

⟨n⟩ at peak = (f₁ with recombination)/(f₁ without) < 1.

For the example, the recombination coefficient is roughly 2 × 10⁻³⁰ cm⁶/s at 2000 K and the gas density is 4.83 × 10¹⁷ cm⁻³, so κ = 9.7 × 10⁻¹³ cm³/s. The first shift has

a₀ = 2 × 10⁻¹⁰ exp(−0.40/0.1723) = 2.0 × 10⁻¹¹ cm³/s,

and c = 0.049. The factor is 1/(1 + 0.049 × 0.358) = 0.983. The full rate equations, with methane break-up included, also give 0.983, and r* stays at 0.087.

Break-up is the reverse of recombination, and detailed balance fixes its rate. Relative to the first shift it is about c K₁ r_th²/r, where r_th = 0.0046 is the thermal ratio at 2000 K and 100 Torr. At the peak this is about 10⁻⁴, so leaving it out was justified.

At 1200 K, with the recombination coefficient taken to vary as T⁻², the mean at the peak is 0.835. The methyl share falls from 18.5 % to 0.835 × 18.5 % = 15.4 %, while r* remains 0.040. The rule ⟨n⟩ = 1 is then off by 17 %, although the peak equation still gives the right position as long as this is the only recombination. The reactions CH2 + H + M → CH3 + M and CH + H2 + M → CH3 + M act beyond the first link and do move the peak. With literature coefficients for them, r* at 1200 K rises to about 0.046 for the rough shift rates used here, and by about 2 % if literature shift rates are used as well. The size of this deviation is uncertain: the simple rate expression used for a₀ gives 4.2 × 10⁻¹² cm³/s at 1200 K, while common fits to measured rates give about 1.2 × 10⁻¹² cm³/s. With the lower value and the same recombination coefficient, the mean at the peak is only about 0.6. A recombination coefficient that rises faster than T⁻² on cooling lowers it further: with a literature value of about 9 × 10⁻³⁰ cm⁶/s and tabulated equilibrium constants, the mean at the peak is only about 0.34.

18. Exchange of gas

Diffusion replaces reacted gas by fresh gas. With a rough diffusivity of 100 cm²/s and a length of 1 cm, the exchange time is L²/D = 10 000 μs. The slowest relaxation of the shifts at the peak takes 6.4 μs at 2000 K and 199 μs at 1200 K, for the rough rate coefficients used.

To size the effect, all five species were removed at the rate D/L² and replaced by methane, with the same exchange time at both temperatures. At 2000 K the mean at the peak is 1.0001. At 1200 K it is 1.008, and r* rises by about 1 %. At this exchange rate the correction is small in both cases. The rate D/L² is only an estimate, however. Between two walls 1 cm apart that are held at the composition of fresh gas, the slowest diffusion mode decays π² times faster. With that rate, r* at 1200 K rises by about 10 % and the mean at the peak is 1.08. The diffusion equation for this slab gives a rise of about 4 % at the centre and of about 19 % for the slab average.

The exchange time falls as L², so the correction is much larger in a thin cool layer next to a substrate. With a length of 0.1 cm at 1200 K, exchange at the rate D/L² already puts the peak at r ≈ 0.10 with a mean of about 1.6. Assumption (c) fails there, and the balanced-shift result of part 16 does not apply.

19. When H is raised by heating

If r is raised by heating the gas, the equilibrium constants change along the way and assumption (a) fails. From ln β_n = constant − h_n/kT follows d ln β_n/dT = h_n/(kT²). The derivative of ln f₁ along the heating path is

d ln f₁/dT = (1 − ⟨n⟩) d ln r/dT + (h₁ − ⟨h⟩)/(kT²),

with ⟨h⟩ = Σ f_n h_n. At a peak this vanishes, so

⟨n⟩ = 1 + (h₁ − ⟨h⟩)/(kT² d ln r/dT).

For thermally dissociated hydrogen at 100 Torr, with a dissociation enthalpy of 4.7 eV and entropy of 14.5 k at the 1 bar standard, the methyl share peaks near 2600 K. There r = 0.108 and ⟨n⟩ = 1.024 for the model constants; tabulated thermochemistry gives about 2560 K, r = 0.095 and ⟨n⟩ = 1.00. The deviation from one is small because the dissociation enthalpy is much larger than h₁ − ⟨h⟩: ln r changes far more quickly with temperature than ln f₁ would at fixed r.

20. Methyl density instead of methyl share

The methyl concentration is f₁ times the total concentration N of the C1 pool. Suppose N varies as r^s, because carbon moves into or out of two-carbon species. Then

d ln(N f₁)/dx = s + 1 − ⟨n⟩,

and the methyl density peaks at ⟨n⟩ = 1 + s. Since the mean lies between 0 and 4, this requires −1 < s < 3. For s ≤ −1 the density only falls with r. With the illustrative choice s = −0.5 at 2000 K, the peak moves from r = 0.087 to 0.055, where the mean is 0.5. This is a larger change than the 0.1 eV enthalpy error produced.

21. Comparison with a real reactor

Microwave diamond reactors run at pressures from tens of Torr to a few hundred Torr, with a hot gas core of roughly 2000 to 3000 K, a substrate near 1100 K and methane feeds of a few per cent. The pressure and temperatures of the example lie in or close to this range. The peak value of 8 % H at 2000 K is high for gas at that temperature: the corresponding ratio r* is about 19 times the thermal ratio, so the atoms must come from the plasma or from hotter gas nearby. The assumption most at risk is that of a separate C1 pool. With a rough carbon–carbon coupling coefficient of 10⁻¹⁰ cm³/s, coupling reaches one tenth of the slowest shift rate at a C1 mole fraction of

0.1/(6.4 × 10⁻⁶ s × 10⁻¹⁰ cm³/s × 4.83 × 10¹⁷ cm⁻³) = 0.03 %.

At 1200 K the same estimate gives only 0.0006 %. A feed of one per cent methane stays below the 2000 K limit only if most of its carbon has passed into acetylene or other species outside the pool. If it has, the pool may well vary with r, and part 20 shows that a variation as r^(−0.5) lowers the peak ratio by 37 %. Assumption (c) is not secured even then, because C and CH react quickly with acetylene. At 0.5 % acetylene and 10⁻¹⁰ cm³/s this removes them at 2.4 × 10⁵ s⁻¹, faster than the slowest shift rate of 1.6 × 10⁵ s⁻¹. If this loss is not balanced by its reverse and the carbon returns as methane, the peak at 2000 K moves to r ≈ 0.17 with a mean of about 1.3. If it has not, the shifts are not clearly faster than the coupling, and the resulting error has not been computed here. The value r* = 0.087 is therefore a property of the model at 2000 K. It is not a setting for the fastest diamond growth, which also depends on the surface and on the total methyl density. The numerical output lists the remaining values.

Computed values

```
Pressure: 100 Torr; hot gas: 2000 K; cool: 1200 K
Shift enthalpies 1-4 (eV): [ 0.05  0.25 -0.15 -1.  ]
Shift entropies 1-4 (k): [ 2.5  2.   0.5 -1.5]
Rate prefactors 1-4 (cm^3/s): [2.e-10 1.e-10 1.e-10 1.e-10]
Rate barriers 1-4 (eV): [0.4  0.65 0.   0.  ]
H2 dissociation: 4.7 eV, 14.5 k (1 bar standard)
Recombination coefficient at 2000 K: 2.0e-30 cm^6/s
kT at 2000 K: 0.1723 eV
Gas density at 2000 K: 4.828e+17 cm^-3
K1-K4 (dimensionless): 9.115 1.732 3.937 73.866
beta1-beta4 (dimensionless): 9.11 15.79 62.16 4591.31
Peak H/H2, polynomial root: 0.08723
Peak H/H2, rate equations: 0.08723
H mole fraction at peak: 8.02 %
Share of CH4 at methyl peak: 45.00 %
Share of CH3 at methyl peak: 35.78 %
Share of CH2 at methyl peak: 5.41 %
Share of CH at methyl peak: 1.86 %
Share of C at methyl peak: 11.96 %
Mean removed H at peak: 1.000000; variance: 1.6548
H/H2 range with methyl above 90% of peak: 0.0583 to 0.1208
Same range from variance: 0.0610 to 0.1246
d ln r_peak/d ln beta1-4: 0.0000 -0.0327 -0.0224 -0.2168
Peak H/H2 of CH2: 0.1353; of CH: 0.1994
Methyl peak H/H2 if chain stops at CH2: 0.2517
Random networks with exactly one methyl peak: 100
Pool varying as r^(-0.5): peak H/H2 0.0552, mean 0.5000
Thermal H/H2 at 2000 K: 0.00463
Heating path: peak at 2588 K, H/H2 0.1076, mean 1.0237
Diffusivity 100 cm^2/s, length 1 cm: exchange time 10000 us
2000 K, shifts only: peak H/H2 0.0872, CH3 share 35.78 %
2000 K, slowest shift relaxation at peak: 6.40 us
2000 K, with recombination: peak H/H2 0.0872, mean 0.9827
2000 K, with gas exchange: peak H/H2 0.0873, mean 1.0001
1200 K, shifts only: peak H/H2 0.0404, CH3 share 18.49 %
1200 K, slowest shift relaxation at peak: 199.06 us
1200 K, with recombination: peak H/H2 0.0404, mean 0.8349
1200 K, with gas exchange: peak H/H2 0.0408, mean 1.0077
C-C coupling coefficient: 1.0e-10 cm^3/s
C1 mole fraction for coupling at 1/10 of relaxation: 0.0324 %
Peak H/H2 with fourth enthalpy -/+ 0.1 eV: 0.0767 / 0.0986
```
